# Counting plane waves for a MoS2 monolayer cell: a program that tests the result

```python
# Result under test: the mean number of plane waves per k-point is
#     N = V * qc**3 / (6 pi**2),   qc = sqrt(2 * Ecut),   V = sqrt(3)/2 * a**2 * c
# for a hexagonal cell (lattice constant a, height c) and kinetic cutoff Ecut.
# For a = 3.16 angstrom, c = 20 angstrom, Ecut = 60 Ry this is about 9,200.
# Hartree atomic units inside: lengths in bohr, energies in hartree.
# The formula is compared with explicit enumeration of reciprocal vectors.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

BOHR = physical_constants["Bohr radius"][0] * 1e10          # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]     # eV

a_ang, c_ang, cutoff_ry = 3.16, 20.0, 60.0
a, c, ecut = a_ang / BOHR, c_ang / BOHR, cutoff_ry / 2
qc = np.sqrt(2 * ecut)


def cell_vectors(a, c):
    return np.array([[a, 0, 0], [-a / 2, np.sqrt(3) * a / 2, 0], [0, 0, c]])


def reciprocal_vectors(a, c):
    return 2 * np.pi * np.linalg.inv(cell_vectors(a, c)).T


def estimate(a, c, ecut):
    volume = np.sqrt(3) / 2 * a**2 * c
    return volume * (2 * ecut)**1.5 / (6 * np.pi**2)


def make_counter(a, c, ecut):
    """Return a function that counts |k+G|^2/2 <= ecut by enumeration."""
    radius = np.sqrt(2 * ecut)
    n_plane = int(a * radius / (2 * np.pi)) + 2
    n_normal = int(c * radius / (2 * np.pi)) + 2
    i = np.arange(-n_plane, n_plane + 1)
    j = np.arange(-n_normal, n_normal + 1)
    integers = np.stack(np.meshgrid(i, i, j, indexing="ij"), -1).reshape(-1, 3)
    recip = reciprocal_vectors(a, c)
    g_vectors = integers @ recip

    def count(k_fractional):
        q = g_vectors + np.array(k_fractional) @ recip
        return int(np.count_nonzero(np.sum(q * q, axis=1) / 2 <= ecut))
    return count


def mesh_counts(a, c, ecut, m=12):
    count = make_counter(a, c, ecut)
    return np.array([count(((i + 0.13) / m, (j + 0.37) / m, 0.0))
                     for i in range(m) for j in range(m)])


# Kinetic energy of a plane wave, by finite differences
q_test = qc * np.array([0.36, 0.48, 0.80])
r_test, h = np.array([0.3, -0.7, 1.1]), 1e-3
wave = lambda r: np.exp(1j * np.dot(q_test, r))
laplacian = sum(wave(r_test + h * e) + wave(r_test - h * e)
                - 2 * wave(r_test) for e in np.eye(3)) / h**2
kinetic = (-0.5 * laplacian / wave(r_test)).real
assert abs(kinetic / ecut - 1) < 1e-4

# Geometry of direct and reciprocal cells
volume = np.sqrt(3) / 2 * a**2 * c
recip = reciprocal_vectors(a, c)
volume_per_g = abs(np.linalg.det(recip))
b_plane, b_normal = np.linalg.norm(recip[0]), np.linalg.norm(recip[2])
assert np.isclose(volume, np.linalg.det(cell_vectors(a, c)))
assert np.isclose(volume_per_g, (2 * np.pi)**3 / volume)
assert np.isclose(b_plane, 4 * np.pi / (np.sqrt(3) * a))
assert np.isclose(b_normal, 2 * np.pi / c)

# Explicit counts against the estimate
n_est = estimate(a, c, ecut)
count = make_counter(a, c, ecut)
special = {"Gamma": (0, 0, 0), "M": (0.5, 0, 0), "K": (1 / 3, 1 / 3, 0)}
assert np.isclose(np.linalg.norm(np.array(special["K"]) @ recip),
                  4 * np.pi / (3 * a))
special_counts = {name: count(k) for name, k in special.items()}
counts = mesh_counts(a, c, ecut)
assert round(n_est, -2) == 9200
# A finite mesh leaves a small sampling error in the mean
assert abs(counts.mean() / n_est - 1) < 1e-3
# Points near the sphere surface enter or leave as k changes
assert all(abs(n / n_est - 1) < 0.02 for n in special_counts.values())
assert np.max(np.abs(counts / n_est - 1)) < 0.02

# Exact in-plane average at k_z = 0: a sum of disc areas
layers = np.arange(-int(qc / b_normal), int(qc / b_normal) + 1)
area_bz = np.linalg.norm(np.cross(recip[0], recip[1]))
n_slab = np.sum(np.pi * (qc**2 - (layers * b_normal)**2)) / area_bz
assert abs(n_slab - n_est) < 2

# Scaling with cutoff and height, from enumeration
counts_double = mesh_counts(a, c, 2 * ecut)
counts_tall = mesh_counts(a, 1.5 * c, ecut)
ratio_cutoff = counts_double.mean() / counts.mean()
ratio_height = counts_tall.mean() / counts.mean()
assert abs(ratio_cutoff / 2**1.5 - 1) < 2e-3
assert abs(ratio_height / 1.5 - 1) < 2e-3
counts_wide = mesh_counts(1.01 * a, c, ecut)
ratio_wide = counts_wide.mean() / counts.mean()
assert abs(ratio_wide - 1.01**2) < 2e-3

# Bare hydrogenic 1s core of Mo: how much of its norm fits in the sphere?
Z = 42
amplitude = lambda t: 4 * np.sqrt(2 / np.pi) / (1 + t**2)**2
for t in (0.2, 1.0, 2.5):
    radial = quad(lambda r: 2 * r * np.exp(-r) * np.sin(t * r) / t,
                  0, 50, limit=200)[0]
    assert abs(np.sqrt(2 / np.pi) * radial - amplitude(t)) < 1e-7
norm_inside = lambda t: quad(lambda x: x**2 * amplitude(x)**2, 0, t)[0]
assert abs(norm_inside(np.inf) - 1) < 1e-7
core_fraction = norm_inside(qc / Z)
t99 = brentq(lambda t: norm_inside(t) - 0.99, 0.5, 10)
ecut_core = (Z * t99)**2 / 2
n_core = estimate(a, c, ecut_core)
assert core_fraction < 0.1 and n_core > 100 * n_est

print(f"Lattice constant a: {a_ang:.2f} angstrom = {a:.4f} bohr")
print(f"Cell height c: {c_ang:.1f} angstrom = {c:.4f} bohr")
print(f"Cutoff: {cutoff_ry:.0f} Ry = {ecut:.0f} hartree = {ecut*HARTREE:.1f} eV")
print(f"Cell area: {volume/c:.3f} bohr^2")
print(f"Cell volume V: {volume:.1f} bohr^3 = {volume*BOHR**3:.1f} angstrom^3")
print(f"Sphere radius qc: {qc:.4f} 1/bohr")
print(f"Sphere volume: {4*np.pi*qc**3/3:.1f} 1/bohr^3")
print(f"Reciprocal volume per G: {volume_per_g:.5f} 1/bohr^3")
print(f"In-plane reciprocal vector length: {b_plane:.4f} 1/bohr")
print(f"Normal reciprocal spacing: {b_normal:.4f} 1/bohr")
print(f"Kinetic energy at sphere surface, numerical: {kinetic:.4f} hartree")
print(f"Estimated plane waves N: {n_est:.1f}")
print(f"N rounded to hundreds: {round(n_est, -2):.0f}")
for name, number in special_counts.items():
    print(f"Explicit count at {name}: {number} "
          f"({100*(number/n_est-1):+.2f} % from N)")
print(f"k-points in shifted in-plane mesh: {len(counts)}")
print(f"Mesh mean count: {counts.mean():.1f}")
print(f"Mesh minimum and maximum: {counts.min()} and {counts.max()}")
print(f"Mesh standard deviation: {counts.std():.1f} waves")
print(f"Exact in-plane mean at k_z=0: {n_slab:.2f}")
print(f"Its difference from N: {n_slab-n_est:+.2f} waves")
print(f"Mean count at 120 Ry: {counts_double.mean():.1f}")
print(f"Count ratio, cutoff doubled: {ratio_cutoff:.4f} (law {2**1.5:.4f})")
print(f"Mean count at height {1.5*c_ang:.0f} angstrom: {counts_tall.mean():.1f}")
print(f"Count ratio, height times 1.5: {ratio_height:.4f}")
print(f"Count ratio, a times 1.01: {ratio_wide:.4f} (law {1.01**2:.4f})")
print(f"Extra waves per angstrom of height: {n_est/c_ang:.1f}")
print(f"Extra waves for 1 % larger a: {n_est*(1.01**2-1):.1f}")
print(f"Shortest wavelength: {2*np.pi/qc*BOHR/10:.4f} nm")
print(f"Dense complex matrix (16 bytes/entry): {16*n_est**2/1e9:.2f} GB")
print(f"Bare Mo 1s norm inside sphere: {100*core_fraction:.2f} %")
print(f"Cutoff for 99 % of that norm: {2*ecut_core:.0f} Ry")
print(f"Plane waves at that cutoff: {n_core:.2e}")
print("all good")
```

It prints:

```
Lattice constant a: 3.16 angstrom = 5.9715 bohr
Cell height c: 20.0 angstrom = 37.7945 bohr
Cutoff: 60 Ry = 30 hartree = 816.3 eV
Cell area: 30.882 bohr^2
Cell volume V: 1167.2 bohr^3 = 173.0 angstrom^3
Sphere radius qc: 7.7460 1/bohr
Sphere volume: 1946.8 1/bohr^3
Reciprocal volume per G: 0.21252 1/bohr^3
In-plane reciprocal vector length: 1.2150 1/bohr
Normal reciprocal spacing: 0.1662 1/bohr
Kinetic energy at sphere surface, numerical: 29.9999 hartree
Estimated plane waves N: 9160.2
N rounded to hundreds: 9200
Explicit count at Gamma: 9231 (+0.77 % from N)
Explicit count at M: 9100 (-0.66 % from N)
Explicit count at K: 9144 (-0.18 % from N)
k-points in shifted in-plane mesh: 144
Mesh mean count: 9160.7
Mesh minimum and maximum: 9116 and 9247
Mesh standard deviation: 23.5 waves
Exact in-plane mean at k_z=0: 9160.72
Its difference from N: +0.47 waves
Mean count at 120 Ry: 25908.9
Count ratio, cutoff doubled: 2.8283 (law 2.8284)
Mean count at height 30 angstrom: 13739.3
Count ratio, height times 1.5: 1.4998
Count ratio, a times 1.01: 1.0201 (law 1.0201)
Extra waves per angstrom of height: 458.0
Extra waves for 1 % larger a: 184.1
Shortest wavelength: 0.0429 nm
Dense complex matrix (16 bytes/entry): 1.34 GB
Bare Mo 1s norm inside sphere: 1.97 %
Cutoff for 99 % of that norm: 12764 Ry
Plane waves at that cutoff: 2.84e+07
all good
```
